\section*{Kisliuk sticking from a mobile precursor: one visit to many}

\section{Definitions and conventions}

A surface carries $N_s$ adsorption sites per unit area. Each site holds at most one chemisorbed molecule, and $\theta$ is the fraction of sites filled. The gas delivers $F$ molecules per unit area and time. The sticking probability $S(\theta)$ is the fraction of these that end up chemisorbed.

An arriving molecule is first trapped, with probability $\alpha$, in a weakly bound state called the precursor. The rest return to the gas. I take $\alpha$ to be the same over empty and filled sites. A trapped molecule sits over one site at a time, and its possible events have constant rates:
\begin{itemize}
\item over an empty site it chemisorbs at rate $k_c$, desorbs at rate $k_d$, or hops at rate $k_h$;
\item over a filled site it desorbs at rate $k_d'$ or hops at rate $k_h'$.
\end{itemize}
A visit begins when the molecule arrives over a site and ends with the first event. When independent events compete at constant rates, each comes first with probability equal to its rate divided by the total. Per visit, therefore,
\begin{equation}
p_c=\frac{k_c}{k_c+k_d+k_h},\qquad
p_d=\frac{k_d}{k_c+k_d+k_h},\qquad
p_d'=\frac{k_d'}{k_d'+k_h'} .
\label{probs}
\end{equation}
The hop probabilities are the remainders, $1-p_c-p_d$ over an empty site and $1-p_d'$ over a filled one.

Chemisorbed molecules neither move nor desorb, and precursors are too dilute to meet one another. Desorption of chemisorbed molecules and the precursor density are sized for the example below; motion of chemisorbed molecules is not.

\section{One visit}

Suppose first that the precursor cannot hop, $k_h=k_h'=0$. The molecule gets one site, which is empty with probability $1-\theta$. Over a filled site it can only desorb. Hence
\begin{equation}
S=\alpha\,\frac{k_c}{k_c+k_d}\,(1-\theta).
\label{langmuir}
\end{equation}
This is Langmuir's law: sticking falls in proportion to the empty fraction. A precursor state is therefore not enough to keep sticking constant. The molecule must be able to leave a filled site without leaving the surface.

\section{Many visits on a clean surface}

Now let the molecule hop, with $\theta=0$. It reaches visit number $n+1$ if it has hopped $n$ times, which has probability $(1-p_c-p_d)^n$. Summing the chance of chemisorbing at each visit gives
\begin{equation}
S_0=\alpha p_c\sum_{n=0}^{\infty}(1-p_c-p_d)^n
=\frac{\alpha p_c}{p_c+p_d}=\frac{\alpha k_c}{k_c+k_d}.
\label{S0}
\end{equation}
The last form follows because $p_c$ and $p_d$ share a denominator. The hop rate has dropped out: on a clean surface every site offers the same choice, so moving changes nothing. Equation (\ref{S0}) agrees with (\ref{langmuir}) at $\theta=0$, as it must. I write $C=S_0/\alpha$ for the capture probability of a trapped molecule on the clean surface.

\section{Many visits at any coverage}

At partial coverage one more assumption is needed: each visited site is filled with probability $\theta$, independently of the sites visited before. This holds if a hop can end on any site of the surface with equal chance. For short hops it is an approximation, examined in Section~\ref{sec:local}.

The probability that a visit ends in a hop is then
\begin{equation}
h=(1-\theta)(1-p_c-p_d)+\theta(1-p_d')
=1-\left[(1-\theta)(p_c+p_d)+\theta p_d'\right].
\end{equation}
The chance of chemisorbing in a given visit is $p_c(1-\theta)$, and visit $n+1$ occurs with probability $h^n$. Therefore
\begin{equation}
S=\alpha p_c(1-\theta)\sum_{n=0}^{\infty}h^n
=\frac{\alpha p_c(1-\theta)}{(1-\theta)(p_c+p_d)+\theta p_d'} .
\end{equation}
The sum converges when $h<1$, that is, when a visit has some chance of ending the walk. Dividing numerator and denominator by $p_c+p_d$ and using (\ref{S0}) gives the Kisliuk law,
\begin{equation}
\frac{S}{S_0}=\frac{1-\theta}{1-\theta+K\theta},\qquad
K=\frac{p_d'}{p_c+p_d}.
\label{kisliuk}
\end{equation}

The constant $K$ has a direct meaning. The mean number of visits is $\sum_n h^n=1/(1-h)$. This equals $1/(p_c+p_d)$ on a clean surface and $1/p_d'$ on a full one, so
\begin{equation}
K=\frac{\text{mean visits on the clean surface}}{\text{mean visits on the full surface}} .
\end{equation}
A small $K$ means that a molecule over filled sites can search much longer than it needs to on a clean surface.

Without hopping, $p_d'=1$ and $p_c+p_d=1$, so $K=1$ and Langmuir's law returns. For other values, subtract the Langmuir result:
\begin{equation}
\frac{S}{S_0}-(1-\theta)=\frac{(1-\theta)\,\theta\,(1-K)}{1-\theta+K\theta}.
\end{equation}
Sticking lies above Langmuir's line for $K<1$ and below it for $K>1$. The second case arises when the precursor makes fewer visits on the full surface than on the clean one. Fast desorption from filled sites can cause this, and so can slow hopping over them.

\section{How flat is the curve?}

Let $R=S/S_0$ and $D=1-(1-K)\theta$, so that $R=(1-\theta)/D$. Then
\begin{equation}
\frac{dR}{d\theta}=\frac{-D+(1-\theta)(1-K)}{D^2}=-\frac{K}{D^2},
\end{equation}
because the terms in $\theta$ cancel and leave $-1+(1-K)=-K$. The slope is $-K$ at $\theta=0$, where $D=1$, and $-1/K$ at $\theta=1$, where $D=K$. For $K\ll1$ the curve starts almost level and ends in a steep drop.

The coverage $\theta_s$ at which $R$ has fallen to a value $s$ follows from $1-\theta_s=s(1-\theta_s+K\theta_s)$. Collecting terms gives $(1-s)(1-\theta_s)=sK\theta_s$, hence
\begin{equation}
\theta_s=\frac{1-s}{1-s+sK},\qquad
\theta_{0.9}=\frac{1}{1+9K},\qquad
\theta_{0.5}=\frac{1}{1+K}.
\label{thresholds}
\end{equation}
The factor 9 matters. Sticking is within 10\% of $S_0$ up to near saturation if $9K\ll1$, which asks more than $K\ll1$. Close to saturation, with empty fraction $\epsilon=1-\theta\ll1$, the law becomes $R\simeq\epsilon/(\epsilon+K)$. For $K\ll1$ the drop thus occurs when the empty fraction becomes comparable with $K$.

\section{What makes $K$ small?}

Take the case in which filled and empty sites bind the precursor alike: $k_d'=k_d$ and $k_h'=k_h$. Then
\begin{equation}
K=\frac{k_d\,(k_c+k_d+k_h)}{(k_d+k_h)(k_c+k_d)} .
\end{equation}
Subtract this from one. The numerator is
\begin{equation}
(k_d+k_h)(k_c+k_d)-k_d(k_c+k_d+k_h)=k_hk_c ,
\end{equation}
since all other products cancel in pairs. Therefore
\begin{equation}
K=1-\frac{k_h}{k_h+k_d}\,\frac{k_c}{k_c+k_d}=1-HC,\qquad H=\frac{k_h}{k_h+k_d}.
\label{HC}
\end{equation}
$H$ is the chance of hopping rather than desorbing from a filled site. Both $H$ and $C$ must be near one. In the limit of very fast hopping, $H\to1$ and $K\to1-C$. If only half of the trapped molecules are captured on the clean surface, $K$ cannot fall below $1/2$ in this equal-binding case, and sticking is halved by $\theta=2/3$ at the latest. With equal binding, mobility cannot make up for weak capture, because desorption competes throughout the search. The limit is lifted if hopping is much faster over filled sites than over empty ones: for $k_c=k_d=k_d'=k_h$, so that $C=1/2$, a rate $k_h'=10k_h$ gives $K=0.14$.

\section{Filling with time}

Each chemisorbed molecule fills one site, so $d\theta/dt=FS(\theta)/N_s$. Separating variables with (\ref{kisliuk}),
\begin{equation}
\frac{FS_0}{N_s}\,dt=\frac{1-\theta+K\theta}{1-\theta}\,d\theta
=\left[1-K+\frac{K}{1-\theta}\right]d\theta ,
\end{equation}
where $\theta/(1-\theta)=-1+1/(1-\theta)$ was used. From a clean surface at $t=0$ and at constant flux,
\begin{equation}
\frac{FS_0t}{N_s}=(1-K)\theta-K\ln(1-\theta).
\label{uptake}
\end{equation}
For $K=1$ this is Langmuir filling, $\theta=1-e^{-FS_0t/N_s}$. For $K\to0$ at fixed $\theta<1$ it is linear filling, $\theta=FS_0t/N_s$.

The flux follows from the Maxwell distribution of the velocity component $v$ towards the surface. With gas density $n=P/k_BT_g$ and molecular mass $m$,
\begin{equation}
F=n\int_0^\infty v\,\sqrt{\frac{m}{2\pi k_BT_g}}\;e^{-mv^2/2k_BT_g}\,dv
=n\sqrt{\frac{k_BT_g}{2\pi m}}=\frac{P}{\sqrt{2\pi mk_BT_g}} .
\end{equation}

\section{Example: nitrogen on cold ruthenium}

Ruthenium caps mirrors for extreme-ultraviolet lithography, and N$_2$ adsorbs on cold Ru(0001) as a whole molecule, so one site per molecule is a fair starting point. Take a surface at 80 K and N$_2$ gas at 300 K and $10^{-8}$ Torr. The model parameters are round: $N_s=5\times10^{14}$ cm$^{-2}$, $\alpha=0.7$, and equal precursor binding over filled and empty sites. Rates have the form $\nu e^{-E/k_BT}$, with $k_BT=6.894$ meV:
\begin{align}
k_d&=10^{13}\,e^{-0.080/0.006894}=9.13\times10^{7}\ \text{s}^{-1},\\
k_h&=10^{12}\,e^{-0.040/0.006894}=3.02\times10^{9}\ \text{s}^{-1},\\
k_c&=10^{12}\,e^{-0.035/0.006894}=6.24\times10^{9}\ \text{s}^{-1},
\end{align}
with energies in eV. Equation (\ref{probs}) gives $p_c=0.667$, $p_d=0.0098$ and $p_d'=0.0293$. Then
\begin{equation}
S_0=0.7\times0.986=0.690,\qquad
K=\frac{0.0293}{0.667+0.0098}=0.043 .
\end{equation}
A trapped molecule makes 1.5 visits on average on the clean surface and 34 on the full one.

By (\ref{thresholds}), sticking is still $0.9S_0$ at $\theta=0.72$ and $0.5S_0$ at $\theta=0.96$. At $\theta=0.9$ Langmuir's law would leave $0.10S_0$, while (\ref{kisliuk}) leaves $0.72S_0$. The mean number of visits there is 10.6, and each has a chance $0.1\times0.667$ of chemisorption. The product, 0.71, is the capture probability; divided by $C=0.986$ it gives 0.72 again.

The flux is $3.83\times10^{12}$ cm$^{-2}$s$^{-1}$, so $N_s/(FS_0)=189$ s. The right side of (\ref{uptake}) at $\theta=0.9$ is
\begin{equation}
0.957\times0.9+0.0433\times2.303=0.961 ,
\end{equation}
and the time to reach this coverage is $189\times0.961=182$ s, an exposure of 1.8 L (1 L is $10^{-6}$ Torr\,s). Langmuir filling with the same $S_0$ would need $189\times2.303=435$ s.

\section{Short hops: sites are revisited}
\label{sec:local}

A molecule that hops between neighbouring sites often returns to a site it has already found filled. Such a visit is not a fresh draw. The sign of the error can be derived when sites are filled at random and hop directions ignore occupancy.

Fix the path the molecule would follow as long as it keeps hopping. Its probability of escaping to the gas is a sum over $n$ of products: $n$ hop probabilities followed by one desorption probability. Each factor depends on whether its site is filled. Suppose
\begin{equation}
p_d\le p_d'\le p_c+p_d .
\label{condition}
\end{equation}
The first inequality makes desorption at least as probable over a filled site. The second, which is $K\le1$, does the same for hopping. For two functions $f,g$ of the occupancy of one site, with values $f_1,g_1$ when filled and $f_0,g_0$ when empty,
\begin{equation}
\langle fg\rangle-\langle f\rangle\langle g\rangle
=\theta(1-\theta)(f_1-f_0)(g_1-g_0)\ge0 .
\end{equation}
A product of non-negative factors that do not decrease on filling has the same property, so the step can be repeated for any number of visits to one site. Different sites are independent and their averages multiply. The mean escape probability is thus at least the value for independent draws. Since a trapped molecule either escapes or chemisorbs, the Kisliuk law is an upper bound on sticking under these conditions. Equal binding satisfies (\ref{condition}): removing $k_c$ from the denominator of $p_d$ raises it to $p_d'$, and (\ref{HC}) gives $K\le1$.

To size the error, I used a periodic square lattice of $60\times60$ sites with the example's probabilities. Let $q_i$ be the probability of eventual chemisorption starting over site $i$. It obeys
\begin{equation}
q_i=c_i+h_i\,\tfrac14\sum_{j\,\text{next to}\,i}q_j ,
\end{equation}
where $c_i=p_c$ on an empty site and 0 on a filled one, and $h_i$ is the hop probability there. These linear equations were solved numerically, and the mean of $q_i$ over all sites, divided by $C$, is $S/S_0$. Two kinds of layer were used, ten of each. Grown layers were built by simulating arrivals and neighbour hops one molecule at a time with random numbers. Random layers had the same number of filled sites, shuffled.

\begin{center}
\begin{tabular}{cccc}
$\theta$ & Kisliuk & random & grown\\
0.5 & 0.959 & 0.951 & 0.946\\
0.8 & 0.852 & 0.814 & 0.776\\
0.9 & 0.720 & 0.648 & 0.586
\end{tabular}
\end{center}

The standard errors of the grown values are 0.003 or less. The grown value at $\theta=0.9$ moves by about 0.006 with other random numbers or a $120\times120$ cell, so its third digit is not fixed. At $\theta=0.9$ revisits lower sticking by 10\% relative to the Kisliuk value, and growth brings the total reduction to 19\%. The last two columns differ in arrangement alone. In the grown layers at $\theta=0.5$, the fraction of neighbouring pairs with both sites filled exceeds the random value $\theta^2$ by 0.021, so filled sites cluster. The hop probabilities explain this. Filling a site raises the chance that a visitor hops on from 0.32 to 0.97, so the site passes more molecules to its neighbours. Empty sites beside filled ones therefore tend to fill sooner. This clustering survives only in a frozen layer. With a prefactor of $10^{12}$ s$^{-1}$, a chemisorbed molecule stays put for 182 s at 80 K only if its diffusion barrier exceeds about 0.23 eV. A layer that rearranges during filling, without interactions, would approach the random column.

The filling time suffers less, because most of the layer forms while sticking is still high. In the growth simulation $\theta=0.9$ is reached after 188 s, against 182 s from (\ref{uptake}).

\section{The model beside the real surface}

The site density corresponds to about one molecule per three Ru surface atoms. The trapping probability $\alpha$ and the precursor barriers are model choices, not measurements, so the example illustrates the law and does not show that N$_2$ on Ru(0001) follows it. The real lattice is hexagonal; with six neighbours the reductions at $\theta=0.9$ are about 8\% and 16\% in place of 10\% and 19\%. The result is sensitive to the desorption barrier over filled sites, which equal binding ties to that over empty ones. If the desorption barrier over filled sites is lower by 0.010 eV, with all else fixed, $K$ rises from 0.043 to 0.17 and $\theta_{0.9}$ falls from 0.72 to 0.40. A change of about $1.5\,k_BT$ thus removes much of the plateau.

Trapping may also be better on filled sites, where the gas molecule strikes a partner of equal mass. Raising $\alpha$ there to 0.8 changes $S$ at $\theta=0.5$ from 0.661 to 0.707. This exceeds $S_0=0.690$, so sticking can rise with coverage, which (\ref{kisliuk}) cannot describe.

Temperature enters twice. At 100 K, with the same barriers and $\alpha$, $K=0.13$ and $\theta_{0.9}=0.45$, because desorption has the highest barrier and gains most. The chemisorbed state also becomes leaky. For a binding energy of roughly 0.30 eV and a prefactor of $10^{13}$ s$^{-1}$, its lifetime is $7.9\times10^5$ s at 80 K, 130 s at 100 K and $1.1\times10^{-8}$ s at 300 K. At 80 K the ratio of filling time to lifetime is $182/(7.9\times10^5)=2.3\times10^{-4}$. This is not a strict bound on the loss. Desorption runs back through the precursor, and by detailed balance its rate per molecule grows as $S/(1-\theta)\propto1/D$, to 7.2 times the clean-surface rate at $\theta=0.9$. Taking the quoted lifetime as the clean-surface one, the loss up to $\theta=0.9$ is $3.7\times10^{-4}$ of the layer. It depends steeply on the binding energy: at 0.27 eV it is about 3\%. At 100 K the lifetime is comparable with the filling time, and irreversible uptake is no longer a valid assumption. A mirror at room temperature would not hold N$_2$ bound this weakly. For a more strongly bound contaminant the same equations apply if its own rates meet the assumptions.

Two other neglected effects are small here. The precursor coverage on a full surface is the trapped flux times the precursor lifetime, $\alpha F/(k_d'N_s)=5.9\times10^{-11}$, so precursors hardly ever meet. Tunnelling raises the hop rate by about $(h_P\nu/k_BT)^2/24=1.5\%$, where $h_P$ is Planck's constant and the barrier frequency $\nu$ is taken as $10^{12}$ s$^{-1}$. Steps, defects, motion of chemisorbed molecules and repulsion between them are left out and not sized. Repulsion could make $k_c$ depend on coverage, and $K$ would then no longer be a constant.
